# Core and reconstructed valence densities in positron annihilation: a sodium cell

## Result

A positron annihilates where its density overlaps the true electron density. In Hartree atomic units, the two-photon rate in the local enhancement model is

$$
\lambda=\pi\alpha^3\int n_+\,n_-\,g(n_-)\,d^3r,\qquad n_-=n_c+n_v .
$$

Here $\int n_+d^3r=1$, $n_c$ and $n_v$ are the core and valence electron densities, and $g$ describes the attraction of electrons to the positron. For the sodium cell below, the core carries 24% of the rate. Leaving it out of $n_-$, with $n_+$ held fixed, lengthens the lifetime from 327 to 389 ps. Replacing the true valence orbital by the smooth one of equal charge used below changes the lifetime by only 0.05% at fixed $n_+$, but lowers the valence Doppler tail beyond 2 a.u. by a factor of 13 in the shell model. Since the core supplies 99% of the whole tail in that model, the whole tail changes there by only about 1% (about 2%, with a factor near 7, once the valence momenta are spread over the Fermi sphere). In this example, leaving out the core is the larger error in both observables.

## The rate and its prefactor

The starting point is Dirac's spin-averaged cross section for two-photon annihilation. With Lorentz factor $\gamma$ and $s=\sqrt{\gamma^2-1}$,

$$
\sigma=\frac{\pi r_e^2}{\gamma+1}\left[\frac{\gamma^2+4\gamma+1}{s^2}\ln(\gamma+s)-\frac{\gamma+3}{s}\right].
$$

For a slow positron $\gamma\to1$ and $\ln(\gamma+s)=\operatorname{arsinh}s\to s$, so

$$
\sigma\to\frac{\pi r_e^2}{2}\left[\frac6s-\frac4s\right]=\frac{\pi r_e^2}{s}.
$$

Since $v/c=s/\gamma\to s$, the product $\sigma v$ tends to $\pi r_e^2c$. In atomic units $r_e=\alpha^2$ and $c=1/\alpha$, which gives $\pi\alpha^3$. Multiplication by the electron density at the positron, $n_-g$, and averaging over $n_+$ give the stated rate.

The same overlap is an energy derivative. If $\varepsilon n_-g$ is added to the positron potential, first-order perturbation theory gives

$$
\left.\frac{dE_+}{d\varepsilon}\right|_{0}=\int n_+n_-g\,d^3r .
$$

Replacing $n_-g$ by $n_cg$ isolates the core. Finite differences of the positron eigenvalue provide a test that does not use the positron density.

## The model

A sodium nucleus, $Z=11$, sits in a neutral sphere of chosen radius $R=4$ bohr. The core is $1s^22s^22p^6$ and the valence shell is $3s^1$. Electrons are treated without spin polarization or relativity, with Slater exchange and Perdew–Zunger correlation. All radial functions have zero slope at $R$, so the $3s$ state represents the bottom of the valence band.

One delocalized positron does not disturb the electrons and has no electrostatic self-interaction. It obeys

$$
\left[-\tfrac12\nabla^2+\frac Zr-V_H+V_{\rm corr}\right]\psi_+=E_+\psi_+,\qquad n_+=|\psi_+|^2 .
$$

The nuclear and Hartree terms have signs opposite to those for an electron. Both $V_{\rm corr}$ and $g$ use the Boroński–Nieminen forms.

Two limits show what $g$ does. With $r_s=(3/4\pi n_-)^{1/3}$, $g\to1$ at high density: fast electrons respond little. At low density its leading term is $r_s^3/6$, hence

$$
n_-g\to\frac{3}{4\pi r_s^3}\frac{r_s^3}{6}=\frac1{8\pi}.
$$

This is the contact density of ground-state positronium. The local rate then becomes $\alpha^3/8$, independent of the electron density. Such a local formula cannot be relied on at surfaces or in large voids, where the electron that screens the positron need not come from the positron's own position.

## Contribution 1: the core

Because the rate is linear in $n_-$ once $g(n_-)$ is fixed, the core fraction is

$$
F=\frac{\int n_+n_cg(n_-)\,d^3r}{\int n_+n_-g(n_-)\,d^3r}
=\frac{0.01465}{0.06054}=0.242 .
$$

The energy derivatives also give 24.2%. The orbital shares are 0.05% for $1s$, 4.5% for $2s$, 19.6% for $2p$ and 75.8% for $3s$. The outer core dominates the core contribution.

Two effects reduce the core's weight. Nuclear repulsion expels the positron: relative to the cell edge, $n_+$ is 0.029 at 0.5 bohr and 0.16 at 1 bohr. Enhancement also favours the dilute valence electrons. Its orbital average,

$$
\gamma_i=\frac{\int n_i n_+g\,d^3r}{\int n_i n_+\,d^3r},
$$

is 3.5 for $2p$ and 11.9 for $3s$.

The ratio of core to valence rate, $F/(1-F)$, separates these effects:

- uniform positron, $g=1$: $10/1=10$, by electron count;
- actual positron, $g=1$: $0.533/0.467=1.14$;
- uniform positron, with $g$: $0.630/0.370=1.70$;
- actual positron, with $g$: $0.242/0.758=0.319$.

Expulsion alone divides the ratio by $10/1.144=8.7$; enhancement alone divides it by $10/1.70=5.9$. Together they divide it by 31, less than the product of the separate factors, so they are not independent. Even after both reductions, a quarter of the rate remains in the core.

Removing the core from the density does not simply remove this quarter, because $g$ changes too. Adding and subtracting $n_vg(n_-)$ gives

$$
\begin{aligned}
&\int n_+\left[n_-g(n_-)-n_vg(n_v)\right]d^3r\\
&=\int n_+n_cg(n_-)\,d^3r-\int n_+n_v\left[g(n_v)-g(n_-)\right]d^3r .
\end{aligned}
$$

The full rate is $3.055\ \mathrm{ns}^{-1}$. The valence-only lifetime, with $n_+$ kept at its all-electron form, is 388.6 ps and corresponds to $2.573\ \mathrm{ns}^{-1}$, a loss of 15.8%. The first term on the right is 24.2% of the full rate, so the second returns 8.4%: without the core, the valence electrons receive too much enhancement. This error partly hides the missing core in a lifetime.

## Contribution 2: valence reconstruction

In PAW a smooth state $\tilde\psi$ is converted to the true valence state by

$$
\psi=\tilde\psi+\psi^1-\tilde\psi^1,\qquad
\psi^1=\sum_i\phi_i\langle\tilde p_i|\tilde\psi\rangle,\qquad
\tilde\psi^1=\sum_i\tilde\phi_i\langle\tilde p_i|\tilde\psi\rangle .
$$

The $\phi_i$ and $\tilde\phi_i$ are true and smooth partial waves, equal outside $r_c$, and $\tilde p_i$ are projectors. If the local set is complete, $\tilde\psi=\tilde\psi^1$ inside $r_c$, so $\psi=\psi^1$ there. Outside, $\psi^1=\tilde\psi^1$, so $\psi=\tilde\psi$. In both regions, therefore,

$$
|\psi|^2=|\tilde\psi|^2+|\psi^1|^2-|\tilde\psi^1|^2,
\qquad n_v=\tilde n+n^1-\tilde n^1 ,
$$

where the second equation follows by summing over occupied states.

A finite set makes this approximate. As a test, an $s$ state 0.1 hartree above $3s$ was rebuilt from two true partial waves, the $3s$ state and the next $s$ state of the cell 0.90 hartree higher, matched in value and slope at $r_c=2.2$ bohr. Its positron overlap inside $r_c$ was reproduced to 0.5%. The error depends on the energy of the second wave: 0.1% if it lies 0.3 hartree above $3s$, 1.1% if it lies 1.5 hartree above.

Let $h=n_+g$ be held fixed, let $\Delta n=n^1-\tilde n^1$, and let $\Delta Q=\int_{r<r_c}\Delta n\,d^3r$. Subtracting and adding the constant $h(r_c)$ gives

$$
\frac{\Delta\lambda}{\pi\alpha^3}=
\int_{r<r_c}[h(r)-h(r_c)]\Delta n\,d^3r+h(r_c)\Delta Q .
$$

The first term comes from moving charge, the second from missing charge. PAW smooth waves need not conserve charge, so the second term is generally present.

The example isolates the first term: its smooth $3s$ function is a nodeless even polynomial in $r$ inside $r_c=2.2$ bohr, matched to the true function in value, slope and curvature at $r_c$. It has the true inner charge, 0.121 electron, and hence $\Delta Q=0$. At $g=1$ its positron overlap is 0.38% too large. As $n_+$ increases outward over the sampled radii, the smooth function places its inner charge, on balance, where the positron is denser. With the core and density-dependent $g$ included, and $n_+$ unchanged, the lifetime changes from 327.3 to 327.1 ps.

Missing charge can matter more. Suppose 0.01 electron is missing near $r_c$, where $n_+$ is 0.62 of its edge value. If the edge value is the maximum of $n_+$, the full $3s$ overlap at $g=1$ cannot exceed that value times one electron. The relative loss is then at least $0.62\times0.01=0.6\%$, already larger than the 0.38% from moving charge.

## Contribution 3: high momentum

Momentum spectra depend on orbital amplitudes, not just densities. For each electron in state $i$, the contribution is proportional to

$$
\gamma_i|A_i(\mathbf p)|^2,\qquad
A_i(\mathbf p)=\int e^{-i\mathbf p\cdot\mathbf r}\psi_+\psi_i\,d^3r .
$$

The factor $\gamma_i$ makes the integrated spectrum reproduce the local rate, since $\gamma_i\int n_in_+d^3r=\int n_in_+g\,d^3r$. It is assumed independent of momentum. For a valence state, PAW gives

$$
A=\tilde A+\int_{r<r_c}e^{-i\mathbf p\cdot\mathbf r}\psi_+(\psi^1-\tilde\psi^1)\,d^3r ,
$$

where $\tilde A$ contains $\tilde\psi$ and the true positron function. The sum must be squared after reconstruction, so interference matters.

The two photon energies add to $2c^2$, neglecting binding energies, and differ by $cp_z$, because their momenta add to the pair momentum. One photon is therefore shifted by $cp_z/2$; $p_z=2$ a.u. corresponds to 3.73 keV.

In the spherical cell, momentum shells are represented by $j_l(qr)$ with zero slope at $R$. For $f=R_i\psi_+$, with $\int r^2R_i^2dr=1$, their weights are

$$
w_q=\frac{\left[\int_0^R r^2fj_l(qr)\,dr\right]^2}{N_q},\qquad
N_q=\int_0^Rr^2j_l^2(qr)\,dr .
$$

To find $N_q$ for $q>0$, put $u=rj_l(qr)$ and $L=l(l+1)$, so $u''+(q^2-L/r^2)u=0$. Multiplying by $2ru'$, integrating by parts, and using $\int u'^2dr=[uu']+\int(q^2-L/r^2)u^2dr$ gives

$$
2q^2N_q=\left[ru'^2-uu'+\left(q^2r-\frac Lr\right)u^2\right]_0^R .
$$

The lower limit vanishes. Zero slope of $j_l$ at $R$ means $u=Rj_l$ and $u'=j_l$, so the first two terms cancel and

$$
N_q=\frac{R^3}{2}j_l^2(qR)\left[1-\frac{L}{(qR)^2}\right].
$$

For the constant $l=0$ mode, $N_0=R^3/3$. Completeness gives $\sum_qw_q=\int r^2f^2dr$. On an isotropic shell $p_z$ is uniform between $-q$ and $q$, so the part with $|p_z|>p_0$ is

$$
T(p_0)=\sum_{q>p_0}w_q\left(1-\frac{p_0}{q}\right).
$$

After multiplication by occupation and $\gamma_i$, the tails, in percent of the total rate, are:

| $p_0$ (a.u.) | core | true $3s$ | smooth $3s$ |
|---:|---:|---:|---:|
| 1 | 7.9 | 0.72 | 0.39 |
| 2 | 1.42 | 0.015 | 0.0012 |
| 4 | 0.053 | 0.0033 | 0.00014 |

In the shell model, the core supplies 99% of the tail beyond 2 a.u. The smooth function used here, without the core, gives a tail smaller by three orders of magnitude. It lacks about 92% of the true $3s$ tail. An exact reconstruction would restore it, but in this model the valence part is only about 1% of the whole tail, so reconstruction cannot replace the core.

The core share does not keep rising: it falls to 94% at 4 a.u., because the true valence tail decreases more slowly over this interval. For this smooth function and shells above 3 a.u., the squared norm of the reconstruction amplitude is 1.29 times that of the full $3s$ amplitude. A value above one is possible because smooth and reconstruction amplitudes can partly cancel; it is not a missing fraction of probability.

## Reach of the numbers

Continuous Fourier transforms of $f$, after subtracting a smooth function that removes its value at $R$ and averaged over thresholds from 1.5 to 3 a.u., test the shell construction. The shell result is 1% below the continuous one for the core and 14% above it for the valence state. These averages do not bound the error at a single threshold, and the smooth-function tail was not checked in this way. For the core, whose true spectrum is continuous, the continuous tails are 7.5, 1.36 and 0.063% at $p_0=1,2,4$ a.u., so the tabulated shell values are 5% high, 4% high and 16% low; with the continuous core the share at 4 a.u. is 95%. Single thresholds also depend on the shell positions: an $l=0$ shell lies at $q=7.725/4=1.93$ a.u., just below $p_0=2$, and drops out of that tail. The true-to-smooth ratio is 1.9, 13, about 15 and about 23 at $p_0=1,2,3,4$ a.u. These ratios describe the one smooth function used here. They depend on how that function is constructed, especially at high momentum (charge-conserving functions of exponential form give about 26 at 2 a.u. and more than 100 at 4 a.u.), so the factor of 13 is not a general measure of what reconstruction restores.

The model omits the spread of occupied valence momenta, crystal anisotropy and momentum-dependent enhancement. The first of these is not small at 2 a.u.: smearing the valence shells over a Fermi sphere of radius 0.48 a.u. raises the true $3s$ tail from 0.015 to 0.029%, lowers the true-to-smooth ratio to about 7 and the core share to 98%. Its tails are not predictions of a measured line shape. At $R=3.93$ bohr the core fraction is 25.5% and the lifetime 320 ps. The 24% core fraction thus belongs to this cell and functional: a vacancy, which lets the positron move away from nuclei, would change $n_+$ and every weight derived from it. The remaining values are in the numerical output.

## Computed values

```
nuclear charge: 11 e; cell radius: 4.00 bohr
augmentation radius: 2.20 bohr
rate prefactor pi alpha^3: 1.220804e-06 a.u.
positron energy: -0.19447 hartree
1s: energy -37.67733 hartree, enhancement 1.383, rate share 0.052 %
2s: energy -2.01694 hartree, enhancement 2.719, rate share 4.540 %
2p: energy -1.01496 hartree, enhancement 3.526, rate share 19.611 %
3s: energy -0.20455 hartree, enhancement 11.922, rate share 75.796 %
n_plus(0.5 bohr)/n_plus(cell edge): 0.02851
n_plus(1.0 bohr)/n_plus(cell edge): 0.15743
n_plus(1.5 bohr)/n_plus(cell edge): 0.34671
n_plus(2.2 bohr)/n_plus(cell edge): 0.62002
n_plus(4.0 bohr)/n_plus(cell edge): 1.00000
core overlap with g: 1.465239e-02 bohr^-3
total overlap with g: 6.053806e-02 bohr^-3
core fraction with enhancement: 24.204 %
core fraction from energy derivatives: 24.204 %
core fraction with g=1: 53.349 %
core fraction for uniform positron, with g: 63.001 %
total annihilation rate: 3.0553 ns^-1
lifetime, core + true valence: 327.296 ps
lifetime, true valence only: 388.636 ps
lifetime, smooth valence only: 388.468 ps
lifetime, core + smooth valence: 327.124 ps
3s charge inside augmentation radius: 0.12092 e
smooth/true valence overlap at g=1: 1.003827
two-wave reconstruction overlap error: 0.4932 %
Doppler tails below: percent of total rate, both signs of p_z
|p_z|>1 a.u. (shift>1.864 keV): core 7.85550 %, true 3s 0.71995 %, smooth 3s 0.38621 %
  core share of true tail: 91.60 %
|p_z|>2 a.u. (shift>3.729 keV): core 1.41947 %, true 3s 0.01527 %, smooth 3s 0.00118 %
  core share of true tail: 98.94 %
|p_z|>3 a.u. (shift>5.593 keV): core 0.22766 %, true 3s 0.00639 %, smooth 3s 0.00044 %
  core share of true tail: 97.27 %
|p_z|>4 a.u. (shift>7.458 keV): core 0.05299 %, true 3s 0.00326 %, smooth 3s 0.00014 %
  core share of true tail: 94.21 %
missing 3s amplitude norm / true norm, q>3 a.u.: 1.2865
shell/continuous mean core tail: 0.9900
shell/continuous mean valence tail: 1.1371
```
